# Why d15 grows near the tetragonal–orthorhombic transition while d33 does not

**Question.** A tetragonal ferroelectric crystal is cooled towards its orthorhombic phase. Its shear coefficient \(d_{15}\) rises steeply, yet the coefficient \(d_{33}\) along the polar axis stays modest. Both come from the same polarization and the same kind of electrostrictive coupling. Why do they part company, and how large does \(d_{15}\) become at the transition?

**Answer.** The two coefficients test different motions of the polarization vector. A field along the polar axis changes its length. A small field across the axis turns it. The orthorhombic phase has its polarization along a different direction, so what matters on the way there is the energy cost of turning.

### Two motions, two strains

Take a single-domain crystal, free of stress, with polarization \((0,0,P_3)\) and \(P_3>0\). Let \(x_5=2x_{13}\) be the engineering shear strain. Electrostriction gives

\[
x_5=Q_{44}P_1P_3,\qquad x_3=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2).
\]

The first relation fixes the convention for \(Q_{44}\), with no further factor of two. If the vector has length \(P\) and tilts by \(\theta\) in the 1–3 plane, then

\[
x_5=Q_{44}P^2\sin\theta\cos\theta\simeq Q_{44}P^2\theta .
\]

Shear is therefore linear in the tilt. The length of the vector cannot change linearly with \(E_1\): reversing \(E_1\) reverses \(P_1\) but leaves the length the same, so the change starts at order \(E_1^2\).

Now differentiate the strains with respect to field:

\[
d_{15}=\frac{\partial x_5}{\partial E_1}
=Q_{44}\left(P_3\frac{\partial P_1}{\partial E_1}+P_1\frac{\partial P_3}{\partial E_1}\right).
\]

The second term vanishes because \(P_1=0\) in the starting state. The same step for \(x_3\), with \(P_1=P_2=0\), leaves only the \(Q_{11}\) term. With \(\eta_{11}=\partial P_1/\partial E_1\) and \(\eta_{33}=\partial P_3/\partial E_3\) at constant stress,

\[
d_{15}=Q_{44}\,\eta_{11}P_3,\qquad d_{33}=2Q_{11}\,\eta_{33}P_3 .
\]

Here \(P\) is the total polarization. Since \(D=\varepsilon_0E+P\), we have \(\eta=\varepsilon-\varepsilon_0\). The familiar form \(d_{15}=Q_{44}\varepsilon_{11}P_3\) neglects \(\varepsilon_0\), which is a good approximation when the permittivity is large.

### What resists each motion

The resistance follows from the stress-free Landau energy, here kept to sixth order:

\[
\begin{aligned}
G={}&a_1\sum_i P_i^2+a_{11}\sum_i P_i^4+a_{12}\sum_{i<j}P_i^2P_j^2+a_{111}\sum_i P_i^6\\
&+a_{112}\sum_{i\ne j}P_i^4P_j^2+a_{123}P_1^2P_2^2P_3^2 .
\end{aligned}
\]

The equation of state is \(\partial G/\partial P_i=E_i\), so each \(1/\eta\) is a second derivative of \(G\). The mixed derivatives vanish at \(P_1=P_2=0\), because \(G\) is even in each component. The diagonal ones are

\[
\frac1{\eta_{11}}=2a_1+2a_{12}P_3^2+2a_{112}P_3^4,
\]
\[
\frac1{\eta_{33}}=2a_1+12a_{11}P_3^2+30a_{111}P_3^4 .
\]

In this form both contain \(a_1\), which hides the difference between them. At zero field \(\partial G/\partial P_3=0\), and division by \(P_3\) gives

\[
2a_1=-4a_{11}P_3^2-6a_{111}P_3^4 .
\]

Substitution gives the rotation and extension stiffnesses:

\[
K_{\rm rot}=\frac1{\eta_{11}}=2AP_3^2+2BP_3^4,
\]
\[
A=a_{12}-2a_{11},\qquad B=a_{112}-3a_{111},
\]
\[
K_{\rm ext}=\frac1{\eta_{33}}=8a_{11}P_3^2+24a_{111}P_3^4 .
\]

An energy depending only on \(P^2=\sum_iP_i^2\) has \(a_{12}=2a_{11}\) and \(a_{112}=3a_{111}\), as expanding \((P^2)^2\) and \((P^2)^3\) shows. Then \(A=B=0\) and turning costs nothing. Thus \(K_{\rm rot}\) measures anisotropy alone, while \(K_{\rm ext}\) is the curvature of the energy well along its radius.

### Why the orthorhombic phase softens rotation

Follow the energy as the vector turns from [001] towards [101] at fixed length \(P=P_3\). With \(P_1=P\sin\theta\) and \(P_3\) replaced by \(P\cos\theta\),

\[
P_1^2P_3^2=\tfrac14P^4\sin^22\theta,\qquad
P_1^4+P_3^4=P^4\left(1-\tfrac12\sin^22\theta\right),
\]
\[
P_1^6+P_3^6=P^6\left(1-\tfrac34\sin^22\theta\right),\qquad
P_1^4P_3^2+P_1^2P_3^4=\tfrac14P^6\sin^22\theta .
\]

Collecting the angular terms gives

\[
G(\theta)-G(0)=\tfrac14\left(AP^4+BP^6\right)\sin^22\theta
=\tfrac18K_{\rm rot}P^2\sin^22\theta .
\]

The same stiffness governs a small tilt and the energy of the [101] direction at this length. This link is exact for any sixth-order energy but not in general: an eighth-order term such as \(P_1^4P_3^4\) would change the energy at [101] but not \(K_{\rm rot}\). Within the present model, if the orthorhombic direction becomes competitive at nearly this length, rotation must become soft.

It need not become free, however. The orthorhombic state can also adjust its length. At \(\theta=45^\circ\), the radial slope at the tetragonal length is

\[
\frac{\partial G}{\partial P}=AP^3+\tfrac32BP^5
=\frac P4\left(3K_{\rm rot}-2AP^2\right),
\]

where \(2BP^4=K_{\rm rot}-2AP^2\) was used. If \(2AP^2>3K_{\rm rot}\), the slope is negative, so a longer vector lowers the energy; a positive slope would favour a shorter one. Either way the relaxed orthorhombic state lies below the fixed-length value, so the two phases can become equal in energy while \(K_{\rm rot}\) is still positive. The transition is first order, and \(d_{15}\) is enhanced but finite there.

The divergence belongs to a lower temperature \(T_s\), where a supercooled tetragonal state would lose stability. If \(K_{\rm rot}\) crosses zero there with finite slope and \(P_3\) stays finite, then \(d_{15}\propto1/(T-T_s)\). By fourfold symmetry \(P_2\) softens together with \(P_1\). The quadratic terms therefore do not select the orthorhombic direction; the full energies of the competing phases do.

### Numbers at 298 K

The coefficients used here are rough, rounded values in the regime of barium titanate, which has a tetragonal phase between a cubic and an orthorhombic one. At 298 K, in SI units, \(a_1=-2.739\times10^7\), \(a_{11}=-6.465\times10^8\) and \(a_{111}=8.025\times10^9\). The equilibrium condition is quadratic in \(P_3^2\), and its stable root is

\[
P_3^2=\frac{-a_{11}+\sqrt{a_{11}^2-3a_1a_{111}}}{3a_{111}}=0.0700\ \mathrm{C^2/m^4}.
\]

Hence \(P_3=0.2645\ \mathrm{C/m^2}\), or 26.45 µC/cm². With \(a_{12}=3.2\times10^8\) and \(a_{112}=4.5\times10^9\), the two parts of the rotation stiffness nearly cancel:

\[
K_{\rm rot}=(2.257-1.917)\times10^8\simeq3.41\times10^7\ \mathrm{m/F}.
\]

The extension stiffness is \(K_{\rm ext}=5.81\times10^8\) m/F, about 17 times larger. With \(Q_{44}=0.06\) and \(Q_{11}=0.11\ \mathrm{m^4/C^2}\),

\[
d_{15}=\frac{0.06\times0.2645}{3.406\times10^7}=466\ \mathrm{pm/V},
\]
\[
d_{33}=\frac{2\times0.11\times0.2645}{5.810\times10^8}=100\ \mathrm{pm/V}.
\]

The electrostrictive factors favour \(d_{33}\), since \(Q_{44}/(2Q_{11})=0.27\). The stiffness ratio of 17 overturns this and makes \(d_{15}\) about 4.7 times \(d_{33}\).

Two numerical tests isolate the cause. With the length of the polarization frozen, \(d_{15}\) is still 466 pm/V. With \(A\) and \(B\) both reduced to one fifth, at fixed \(a_1\), \(a_{11}\) and \(a_{111}\), \(d_{15}\) rises fivefold to 2330 pm/V while \(d_{33}\) stays at 100 pm/V. The second test concerns only the local response of the tetragonal state: with \(a_{123}\) unchanged, that state is metastable, and a rhombohedral one has lower energy.

A transverse field of 0.5 kV/cm tilts the polarization by \(\theta=\eta_{11}E_1/P_3=0.32^\circ\) and produces a shear of \(2.3\times10^{-5}\). The relative change in length is only \(8\times10^{-6}\).

### From the cubic side to the orthorhombic side

In this model the tetragonal and orthorhombic energies cross at 282.2 K, where \(d_{15}\) reaches 616 pm/V. There \(2AP^2=2.5\times10^8\) m/F exceeds \(3K_{\rm rot}=0.78\times10^8\) m/F, and the orthorhombic vector is 13% longer than the tetragonal one (0.302 against 0.267 C/m²). The tetragonal stability limit is 235.6 K. These digits belong to the model. Shifting \(a_{12}\) or \(a_{112}\) by half its last digit moves both temperatures by about 1 K and \(d_{15}\) by up to 2%. An eighth-order potential for the same material gives roughly 680 pm/V at the transition.

| T (K) | ε₁₁/ε₀ | ε₃₃/ε₀ | d₁₅ (pm/V) | d₃₃ (pm/V) |
|---|---|---|---|---|
| 380 | 2090 | 1053 | 249 | 459 |
| 340 | 2179 | 333 | 294 | 164 |
| 298 | 3317 | 195 | 466 | 100 |
| 282.2 | 4347 | 169 | 616 | 87 |
| 245 | 20908 | 129 | 3006 | 67 |

At 380 K, near the cubic phase, extension is only about twice as stiff as rotation, so the electrostrictive factors make \(d_{33}\) the larger coefficient. Below 360 K, cooling stiffens the radial well and softens the angular one. From 360 K to the transition, \(P_3\) grows by a factor of 1.09, \(\eta_{11}\) by 2.17, and \(\eta_{33}\) falls to 0.335 of its value. The products \(1.09\times2.17=2.37\) and \(1.09\times0.335=0.37\) are the changes in \(d_{15}\) and \(d_{33}\). The growth of the polarization itself plays a minor part.

The last row is a supercooled state, not the equilibrium phase. Between 260 K and 245 K, \(d_{15}\) rises from 1163 to 3006 pm/V, a factor of 2.58. The law \(1/(T-T_s)\) predicts \(24.4/9.4=2.60\).

### A modest d33 applies to the polar axis

Cut the crystal so that field and measured strain both lie at an angle \(\phi\) to the polar axis. The field components are \(E\sin\phi\) and \(E\cos\phi\), and the strain along the cut is \(x_1\sin^2\phi+x_3\cos^2\phi+x_5\sin\phi\cos\phi\). The transverse strain obeys \(x_1=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2)\), so \(d_{31}=\partial x_1/\partial E_3=2Q_{12}\eta_{33}P_3\), with \(Q_{12}=-0.045\ \mathrm{m^4/C^2}\) here. Therefore

\[
d(\phi)=\cos\phi\left[d_{33}\cos^2\phi+(d_{31}+d_{15})\sin^2\phi\right].
\]

For small \(\phi\) this is \(d_{33}+\phi^2(d_{31}+d_{15}-\tfrac32d_{33})\). The polar axis ceases to be the best direction once \(d_{31}+d_{15}>\tfrac32d_{33}\), which happens below 337 K in this model. At 298 K, with \(d_{31}=-41\) pm/V, the best cut is at 49° and gives 187 pm/V. The longitudinal response has then borrowed from rotation.

### Where a real crystal departs from the model

For single-domain barium titanate near room temperature, a \(d_{15}\) of several hundred pm/V and a \(d_{33}\) of roughly 100 pm/V are the right sizes. The assumption most easily broken is the single domain. If 5% of the volume has reversed polarization, its shear has the opposite sign and \(d_{15}\) falls to 0.90 of its value. Domains turned by 90° are more deceptive. If the 0.5 kV/cm field swept 1% of the volume into such domains, they would add 0.265 µC/cm² to \(P_1\), against 0.147 µC/cm² from tilting. The apparent \(\eta_{11}\) would be about 2.8 times too large. Yet a domain polarized along axis 1 has \(P_1P_3=0\) and adds no \(x_5\) in the crystal axes. The permittivity in the formula must therefore be the single-domain one. This field is half of a rough coercive field of 1 kV/cm, so wall motion cannot be dismissed, whereas it is only 1% of a rough breakdown field of 50 kV/cm.

Mechanical freedom matters too. If the shear is clamped, \(x_5=s_{44}\sigma_5+Q_{44}P_1P_3=0\) requires \(\sigma_5=-Q_{44}P_1P_3/s_{44}\). The linear equation of state \(K_{\rm rot}P_1-Q_{44}P_3\sigma_5=E_1\) then gives

\[
\frac1{\eta_{11}^{\rm clamped}}=K_{\rm rot}+\frac{Q_{44}^2P_3^2}{s_{44}} .
\]

For \(s_{44}=10\ \mathrm{TPa^{-1}}\) the added term is \(2.5\times10^7\) m/F, and \(\varepsilon_{11}/\varepsilon_0\) drops from 3317 to 1907. This \(s_{44}\) is the compliance at constant polarization. The constant-field value, the one usually tabulated, is larger (17.4 TPa⁻¹ in this model) and must not be used in the formula. The added term also remains when \(K_{\rm rot}\) vanishes, so the clamped susceptibility does not diverge at \(T_s\).

Softness has a price in stability. At 298 K \(d_{15}\) changes by −1.5% per kelvin, whereas the nonlinearity of the shear response is only 0.01% at 0.5 kV/cm. The calculated value of 1.4% at 5 kV/cm holds only if the crystal remains a single domain polarized along axis 3. A domain polarized along the transverse field has lower energy even at 0.5 kV/cm, so the tilted state is only metastable. At 5 kV/cm, five times the rough coercive field, a real crystal may switch instead. Thermal tilting follows from \(\tfrac12K_{\rm rot}P_3^2V\theta^2=\tfrac12k_BT\) for each transverse axis. A region 10 nm on a side, treated as independent, uniform, mechanically free and without depolarizing fields, has an rms tilt of 2.4° for each transverse axis. Clamping by the surroundings and depolarizing fields would reduce it. The free tilt grows as \(K_{\rm rot}^{-1/2}\), so the mean-field divergence is least trustworthy close to \(T_s\). The full set of values is in the numerical output below.

## Calculated quantities

```
INPUTS (rough, barium titanate regime; T in K)
a1 = 3.30e+05*(T-381) J m/C^2
a11 = 4.70e+06*(T-393) + (-2.00e+08) J m^5/C^4
a111 = -5.50e+07*(T-393) + 2.80e+09 J m^9/C^6
a12 = 3.20e+08 J m^5/C^4
a112 = 4.50e+09, a123 = 4.90e+09 J m^9/C^6
Q11, Q12, Q44 = 0.11, -0.045, 0.06 m^4/C^2
S44 = 10.0 1/TPa
Tetragonal-orthorhombic transition: 282.2 K
Tetragonal stability limit: 235.6 K
T(K) P3(uC/cm2) eps11/eps0 eps33/eps0 d15(pm/V) d33(pm/V)
380.0 22.39 2090 1053 249 459
360.0 24.43 2004 503 260 239
340.0 25.42 2179 333 294 164
320.0 26.01 2552 249 353 126
298.0 26.45 3317 195 466 100
282.2 26.68 4347 169 616 87
260.0 26.93 8129 143 1163 74
245.0 27.06 20908 129 3006 67
Factors from 360 K to the transition:
P3 1.092, eta11 2.170, eta33 0.335
d15 2.370, d33 0.366
AT 298 K
a1 = -2.739e+07 J m/C^2, a11 = -6.465e+08 J m^5/C^4
a111 = 8.025e+09 J m^9/C^6
P3 = 0.2645 C/m^2
Fourth-order anisotropy term: 2.257e+08 m/F
Sixth-order anisotropy term: -1.917e+08 m/F
Rotation stiffness 1/eta11: 3.406e+07 m/F
Extension stiffness 1/eta33: 5.810e+08 m/F
d15, d33, d31 = 466.0, 100.2, -41.0 pm/V
d15 with length of P frozen: 466.0 pm/V
Anisotropy times 0.2: d15 2330, d33 100.2 pm/V
Best cut: 48.7 deg, 187 pm/V
Best cut leaves polar axis below 337.2 K
Drive 0.5 kV/cm: tilt 0.318 deg
Shear strain at drive: 2.330e-05
Relative length change of P: 8.36e-06
NEGLECTED EFFECTS
Nonlinearity at drive: 0.013 %
Nonlinearity at 5 kV/cm: 1.37 %
eps0/eta11 = 0.030 %, eps0/eta33 = 0.51 %
Shear-clamped eps11/eps0: 1907
Reversed domains 5 %: d15 times 0.90
P1 at drive: 0.147 uC/cm2
P1 from 1 % swept 90-deg domains: 0.265 uC/cm2
Temperature drift of d15: -1.52 %/K
Thermal tilt, 10 nm cube: 2.38 deg rms per axis
Rough coercive field 1 kV/cm, drive/coercive 0.50
Rough breakdown 50 kV/cm, drive/breakdown 0.010
```
